# Van der Pauw and Montgomery measurements on an anisotropic sheet: verification in Python

```python
"""
Result under test: a van der Pauw measurement on an anisotropic sheet gives
R_s = sqrt(rho_x*rho_y)/d, and a rectangle with corner contacts and edges
along the principal axes gives rho_x and rho_y separately (Montgomery).

rho_x, rho_y : principal in-plane resistivities;  d : sheet thickness
A, B, C, D   : edge contacts in counterclockwise order
R_AB,CD      : (V_D - V_C)/I, current I enters at A and leaves at B
R_BC,DA      : (V_A - V_D)/I, current I enters at B and leaves at C
On the rectangle these are called Rx and Ry.
s            : height/width of the rescaled, isotropic rectangle
S(s)         : Rx/R_s, a series obtained from the isotropic rectangle
The simulated readings come from finite elements on the unscaled sheet.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu


def fem_readings(shape, rho, d, contacts, n):
    """Linear triangles on the image of the unit square; both readings."""
    grid = np.arange(n + 1) / n
    u, v = np.meshgrid(grid, grid, indexing="ij")
    points = np.array(shape(u, v)).reshape(2, -1).T
    node = np.arange((n + 1)**2).reshape(n + 1, n + 1)
    p00, p10 = node[:-1, :-1], node[1:, :-1]
    p11, p01 = node[1:, 1:], node[:-1, 1:]
    tri = np.vstack([np.stack([p00, p10, p11], -1).reshape(-1, 3),
                     np.stack([p00, p11, p01], -1).reshape(-1, 3)])
    p = points[tri]
    e1, e2 = p[:, 1] - p[:, 0], p[:, 2] - p[:, 0]
    area2 = e1[:, 0] * e2[:, 1] - e1[:, 1] * e2[:, 0]
    assert area2.min() > 0
    opposite = np.roll(p, -2, axis=1) - np.roll(p, -1, axis=1)
    grad = np.stack([-opposite[..., 1], opposite[..., 0]], -1)
    grad = grad / area2[:, None, None]
    sheet_conductance = d * np.linalg.inv(rho)
    local = (grad @ sheet_conductance) @ grad.transpose(0, 2, 1)
    local = local * (area2 / 2)[:, None, None]
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    size = node.size
    matrix = coo_matrix((local.ravel(), (rows, cols)),
                        shape=(size, size)).tocsc()
    # The last node is the zero of potential; the net current is zero.
    solver = splu(matrix[:-1, :-1].tocsc(), permc_spec="MMD_AT_PLUS_A")
    A, B, C, D = [node[round(a * n), round(b * n)] for a, b in contacts]

    def potential(source, drain):
        current = np.zeros(size)
        current[source], current[drain] = 1.0, -1.0
        return np.append(solver.solve(current[:-1]), 0.0)

    v_ab, v_bc = potential(A, B), potential(B, C)
    return np.array([v_ab[D] - v_ab[C], v_bc[A] - v_bc[D]])


def extrapolated(shape, rho, d, contacts, n=64):
    """Remove the leading mesh error, quadratic in the cell size."""
    coarse = fem_readings(shape, rho, d, contacts, n)
    fine = fem_readings(shape, rho, d, contacts, 2 * n)
    return (4 * fine - coarse) / 3


def van_der_pauw(r1, r2):
    def excess(rs):
        return np.exp(-np.pi * r1 / rs) + np.exp(-np.pi * r2 / rs) - 1
    unit = np.pi / np.log(2)
    return brentq(excess, 0.99 * unit * min(r1, r2),
                  1.01 * unit * max(r1, r2), xtol=1e-13)


def series_terms(s):
    k = np.arange(1, 200, 2)
    x = np.pi * k * s
    return (8 / np.pi) * 2 * np.exp(-x) / (k * (1 - np.exp(-2 * x)))


def S(s):
    return series_terms(s).sum()


def montgomery(rx, ry, lx, ly, d):
    s = brentq(lambda t: np.log(S(t) / S(1 / t)) - np.log(rx / ry),
               0.15, 7.0, xtol=1e-13)
    rs = rx / S(s)
    return s, rs, rs * d * (ly / lx) / s, rs * d * (lx / ly) * s


def tensor(r1, r2, degrees):
    t = np.radians(degrees)
    rot = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
    return rot @ np.diag([r1, r2]) @ rot.T


# Model parameters (SI for resistivity and thickness, mm for lateral size)
rho_x, rho_y, d = 2e-6, 8e-6, 100e-9
Lx, Ly = 3.0, 2.0
rho_mean = np.sqrt(rho_x * rho_y)
Rs_true = rho_mean / d
corners = [(0, 0), (1, 0), (1, 1), (0, 1)]


def rectangle(u, v):
    return Lx * u, Ly * v


# Worked example: simulate readings, compare with series, then invert
Rx, Ry = extrapolated(rectangle, np.diag([rho_x, rho_y]), d, corners)
s_true = (Ly / Lx) * np.sqrt(rho_y / rho_x)
series_readings = Rs_true * np.array([S(s_true), S(1 / s_true)])
assert np.allclose([Rx, Ry], series_readings, rtol=2e-4)
Rs_vdp = van_der_pauw(Rx, Ry)
s_fit, Rs_fit, rx_fit, ry_fit = montgomery(Rx, Ry, Lx, Ly, d)
assert abs(Rs_vdp / Rs_true - 1) < 2e-4
assert abs(Rs_fit / Rs_vdp - 1) < 1e-9
assert np.allclose([rx_fit, ry_fit], [rho_x, rho_y], rtol=5e-4)

# Half-plane formulas against the rectangle series, through the side
# lengths of the rectangle onto which the half-plane is mapped
for a, b, c in [(1.0, 0.7, 2.0), (0.5, 1.5, 0.8), (2.0, 0.4, 1.0)]:
    pA, pB, pC, pD = 0.0, a, a + b, a + b + c
    width = quad(lambda x: 1 / np.sqrt((pC - x) * (pD - x)), pA, pB,
                 weight="alg", wvar=(-0.5, -0.5))[0]
    height = quad(lambda x: 1 / np.sqrt((x - pA) * (pD - x)), pB, pC,
                  weight="alg", wvar=(-0.5, -0.5))[0]
    top = (a + b) * (b + c)
    aspect = height / width
    assert abs(S(aspect) - np.log(top / (b * pD)) / np.pi) < 1e-8
    assert abs(S(1 / aspect) - np.log(top / (a * c)) / np.pi) < 1e-8


# Irregular sheet, tilted principal axes, contacts anywhere on the edge
def irregular(u, v):
    return (3 * (u + 0.25 * v**2),
            2 * (v + 0.3 * u * (1 - u) + 0.2 * u * v))


tilt_irregular = 30.0
rho_tilted = tensor(rho_x, rho_y, tilt_irregular)
edge_contacts = [(0.25, 0), (1, 0.5), (0.5, 1), (0, 0.75)]
R_irr = extrapolated(irregular, rho_tilted, d, edge_contacts)
Rs_irr = van_der_pauw(*R_irr)
assert abs(Rs_irr / Rs_true - 1) < 1e-3

# The rescaled isotropic partner, on a different mesh
stretch = tensor(np.sqrt(rho_x / rho_mean), np.sqrt(rho_y / rho_mean),
                 tilt_irregular)


def rescaled(u, v):
    return np.tensordot(stretch, np.array(irregular(u, v)), axes=1)


R_iso = extrapolated(rescaled, rho_mean * np.eye(2), d, edge_contacts, 48)
assert np.allclose(R_irr, R_iso, rtol=1e-3)

# Rectangle cut at an angle to the principal axes
tilt_cut = 20.0
R_cut = extrapolated(rectangle, tensor(rho_x, rho_y, tilt_cut), d, corners)
Rs_cut = van_der_pauw(*R_cut)
_, _, rx_cut, ry_cut = montgomery(*R_cut, Lx, Ly, d)
assert abs(Rs_cut / Rs_true - 1) < 1e-3
assert abs(rx_cut / rho_x - 1) > 0.05 and abs(ry_cut / rho_y - 1) > 0.05

# Square sample: average of readings against the full equation
s_square = np.sqrt(rho_y / rho_x)
R_square = Rs_true * np.array([S(s_square), S(1 / s_square)])
Rs_average = np.pi / np.log(2) * R_square.mean()
Rs_square = van_der_pauw(*R_square)
assert abs(Rs_square / Rs_true - 1) < 1e-9
assert Rs_average > 1.5 * Rs_true

# Effect of a reading error
_, Rs_err, rx_err, ry_err = montgomery(1.01 * Rx, Ry, Lx, Ly, d)

micro = 1e6
print(f"input rho_x, rho_y = {rho_x*micro:.3f}, {rho_y*micro:.3f} uOhm m")
print(f"thickness d = {d*1e9:.1f} nm")
print(f"rectangle Lx, Ly = {Lx:.1f}, {Ly:.1f} mm")
print(f"geometric mean resistivity = {rho_mean*micro:.4f} uOhm m")
print(f"expected sheet resistance = {Rs_true:.4f} Ohm")
print(f"rescaled sides = {Lx*np.sqrt(rho_x/rho_mean):.4f}, "
      f"{Ly*np.sqrt(rho_y/rho_mean):.4f} mm")
print(f"simulated Rx, Ry = {Rx:.4f}, {Ry:.4f} Ohm")
print(f"series Rx, Ry = {series_readings[0]:.4f}, "
      f"{series_readings[1]:.4f} Ohm")
print(f"simulated ratio Rx/Ry = {Rx/Ry:.5f} (no unit)")
for trial in (1.2, 1.3, 1.4):
    print(f"trial s = {trial:.1f}: S(s)/S(1/s) = "
          f"{S(trial)/S(1/trial):.5f} (no unit)")
print(f"fitted s = {s_fit:.5f}, expected {s_true:.5f} (no unit)")
print(f"S(s), S(1/s) at fit = {S(s_fit):.6f}, {S(1/s_fit):.6f} (no unit)")
print("first two terms of S(s) = "
      + ", ".join(f"{t:.3e}" for t in series_terms(s_fit)[:2]))
print("first two terms of S(1/s) = "
      + ", ".join(f"{t:.3e}" for t in series_terms(1 / s_fit)[:2]))
print(f"van der Pauw exponentials = {np.exp(-np.pi*Rx/Rs_vdp):.5f}, "
      f"{np.exp(-np.pi*Ry/Rs_vdp):.5f} (no unit)")
print(f"sheet resistance, van der Pauw = {Rs_vdp:.4f} Ohm")
print(f"sheet resistance, Rx/S(s) = {Rs_fit:.4f} Ohm")
print(f"recovered rho_x, rho_y = {rx_fit*micro:.4f}, "
      f"{ry_fit*micro:.4f} uOhm m")
print(f"irregular sheet, axes tilted by {tilt_irregular:.0f} degrees:")
print(f"  anisotropic readings = {R_irr[0]:.4f}, {R_irr[1]:.4f} Ohm")
print(f"  rescaled isotropic readings = {R_iso[0]:.4f}, "
      f"{R_iso[1]:.4f} Ohm")
print(f"  van der Pauw sheet resistance = {Rs_irr:.4f} Ohm")
print(f"rectangle cut {tilt_cut:.0f} degrees off the principal axes:")
print(f"  readings Rx, Ry = {R_cut[0]:.4f}, {R_cut[1]:.4f} Ohm")
print(f"  van der Pauw sheet resistance = {Rs_cut:.4f} Ohm")
print(f"  Montgomery values (wrong split) = {rx_cut*micro:.4f}, "
      f"{ry_cut*micro:.4f} uOhm m")
print(f"square sample Rx, Ry = {R_square[0]:.4f}, {R_square[1]:.4f} Ohm")
print(f"  sheet resistance from average = {Rs_average:.3f} Ohm")
print(f"  sheet resistance from full equation = {Rs_square:.4f} Ohm")
print("changes when Rx is read 1 % too high:")
print(f"  rho_x {100*(rx_err/rx_fit-1):+.3f} %, "
      f"rho_y {100*(ry_err/ry_fit-1):+.3f} %, "
      f"R_s {100*(Rs_err/Rs_fit-1):+.3f} %")
print("tests ok")
```

It prints:

```
input rho_x, rho_y = 2.000, 8.000 uOhm m
thickness d = 100.0 nm
rectangle Lx, Ly = 3.0, 2.0 mm
geometric mean resistivity = 4.0000 uOhm m
expected sheet resistance = 40.0000 Ohm
rescaled sides = 2.1213, 2.8284 mm
simulated Rx, Ry = 3.0903, 19.5416 Ohm
series Rx, Ry = 3.0903, 19.5416 Ohm
simulated ratio Rx/Ry = 0.15814 (no unit)
trial s = 1.2: S(s)/S(1/s) = 0.31402 (no unit)
trial s = 1.3: S(s)/S(1/s) = 0.18680 (no unit)
trial s = 1.4: S(s)/S(1/s) = 0.11428 (no unit)
fitted s = 1.33333, expected 1.33333 (no unit)
S(s), S(1/s) at fit = 0.077256, 0.488541 (no unit)
first two terms of S(s) = 7.725e-02, 5.920e-06
first two terms of S(1/s) = 4.871e-01, 1.445e-03
van der Pauw exponentials = 0.78450, 0.21550 (no unit)
sheet resistance, van der Pauw = 40.0000 Ohm
sheet resistance, Rx/S(s) = 40.0000 Ohm
recovered rho_x, rho_y = 2.0000, 8.0000 uOhm m
irregular sheet, axes tilted by 30 degrees:
  anisotropic readings = 5.7669, 12.8590 Ohm
  rescaled isotropic readings = 5.7669, 12.8590 Ohm
  van der Pauw sheet resistance = 40.0000 Ohm
rectangle cut 20 degrees off the principal axes:
  readings Rx, Ry = 6.3610, 11.8842 Ohm
  van der Pauw sheet resistance = 40.0000 Ohm
  Montgomery values (wrong split) = 2.4158, 6.6231 uOhm m
square sample Rx, Ry = 0.3804, 44.8880 Ohm
  sheet resistance from average = 102.586 Ohm
  sheet resistance from full equation = 40.0000 Ohm
changes when Rx is read 1 % too high:
  rho_x +0.516 %, rho_y +0.213 %, R_s +0.365 %
tests ok
```
